# How strongly the fcc lattice screens the Coulomb U of C60

**Question.** Two electrons on the same C60 molecule repel each other. How large is this repulsion for a free molecule, how much of it survives when the molecule sits in the fcc solid, and how does the reduction scale with the polarizability and the spacing of the molecules?

**Answer.**

## What has to be estimated

Let \(E(N)\) be the ground-state energy of the neutral molecule with \(N\) electrons. The ionization energy and the electron affinity are

\[
I=E(N-1)-E(N),\qquad A=E(N)-E(N+1).
\]

Their difference, \(I-A=E(N+1)+E(N-1)-2E(N)\), is the cost of moving an electron from one neutral molecule to another far away. Part of it is the orbital gap \(\Delta=\varepsilon_L-\varepsilon_H\), because the electron leaves the highest filled level \(\varepsilon_H\) and enters the lowest empty level \(\varepsilon_L\). The rest is the Coulomb parameter.

To separate the two, take a mean field in which the \(\pi\) electrons hop on the 60 carbon sites and repel through \(v_{ij}\). The highest filled level is fivefold degenerate and the lowest empty one threefold. If the added electron or hole is spread evenly over its degenerate level, symmetry puts \(1/60\) of it on each of the equivalent sites. The potential then shifts equally everywhere and the orbitals do not change. With \(m\) extra electrons the repulsion energy is

\[
\frac12\sum_{ij}\frac{m}{60}\,v_{ij}\,\frac{m}{60}=\frac{m^2}{2}U,\qquad U=\frac{1}{60^2}\sum_{ij}v_{ij}.
\]

Adding the level energies gives \(E(N+1)-E(N)=\varepsilon_L+U/2\) and \(E(N-1)-E(N)=-\varepsilon_H+U/2\). Therefore

\[
I=-\varepsilon_H+\frac U2,\qquad A=-\varepsilon_L-\frac U2,\qquad I-A=\Delta+U .
\]

The gap to subtract is thus one whose filled and empty levels feel the same potential. A Hartree-Fock gap will not do: with frozen orbitals, Koopmans' theorem gives \(I=-\varepsilon_H\) and \(A=-\varepsilon_L\), so that gap already equals \(I-A\). An optical gap will not do either, since it contains the attraction between the excited electron and the hole it leaves on the same molecule.

## The free molecule: about 3 eV

The measured values are roughly \(I=7.6\) eV and \(A=2.7\) eV. For the gap, nearest-neighbour hopping with the round value \(t=2.5\) eV puts the two levels at \(-1.545\) and \(0.346\) eV, so \(\Delta=0.757\,t=1.89\) eV. Then

\[
U_{\rm mol}=7.6-2.7-1.89=3.01\ \text{eV}.
\]

An error in \(\Delta\) passes into \(U_{\rm mol}\) in full, with opposite sign, so the second decimal serves only to follow the arithmetic. The value \(0.757\,t\) assumes equal bonds. The real molecule has bonds of about 1.40 and 1.45 Å, and making the hopping on the short bonds 7% larger at the same mean \(t\) raises \(\Delta\) to 2.09 eV and lowers \(U_{\rm mol}\) to 2.81 eV.

Two estimates that do not use \(I\) and \(A\) give the same size. The first is the site average above, with \(v_{ij}=e^2/\sqrt{r_{ij}^2+b^2}\), where \(e^2\) stands for \(e^2/4\pi\varepsilon_0=14.40\) eV Å. The length \(b=1.44\) Å makes the on-site repulsion 10 eV. The result is 3.38 eV, and the same value follows from the self-consistent total energies of the charged cages.

The second treats the molecule as a conducting sphere of radius \(a\). In a uniform field \(F\) the potential outside is \(-Fr\cos\theta+p\cos\theta/r^2\). It must vanish at \(r=a\), so \(p=a^3F\) and the polarizability is \(\alpha=a^3\). The charging energy \(m^2e^2/2a\) has the second difference

\[
U_{\rm sphere}=\frac{e^2}{a}=\frac{e^2}{\alpha^{1/3}} .
\]

With the rough value \(\alpha=80\) Å\(^3\), \(a=4.31\) Å and \(U_{\rm sphere}=3.34\) eV. Both estimates lie 11 to 12% above 3.01 eV. Only the size is significant, because the site average depends on the assumed interaction: it runs from 3.10 to 3.64 eV as the on-site value goes from 7 to 15 eV, and the form \(e^2/(r_{ij}+b)\) with the same 10 eV gives 2.67 eV. The sphere also shows the scaling: \(U\) falls as the inverse size of the molecule.

## What the neighbours do

Place a charge \(q=\pm1\), in units of \(e\), on one molecule of the crystal. Outside that molecule a spherical charge acts like a point charge at the centre. Treat every other molecule, at position \(\mathbf R_i\), as a point dipole \(\mathbf p_i\) with polarizability \(\alpha\). The field of a unit charge there is \(\mathbf E_i=\mathbf R_i/R_i^3\), and the field at \(i\) of the dipole at \(j\) is

\[
\mathsf T_{ij}\mathbf p_j=\frac{3\mathbf r(\mathbf r\cdot\mathbf p_j)}{r^5}-\frac{\mathbf p_j}{r^3},\qquad \mathbf r=\mathbf R_i-\mathbf R_j .
\]

The energy contains the cost of making the dipoles, their mutual interaction and their interaction with the charge:

\[
W=e^2\Big[\sum_i\frac{p_i^2}{2\alpha}-\frac12\sum_{i\ne j}\mathbf p_i\cdot\mathsf T_{ij}\mathbf p_j-q\sum_i\mathbf p_i\cdot\mathbf E_i\Big].
\]

Setting the derivative with respect to \(\mathbf p_i\) to zero gives

\[
\frac{\mathbf p_i}{\alpha}-\sum_{j\neq i}\mathsf T_{ij}\mathbf p_j=q\,\mathbf E_i .
\]

Multiply by \(\mathbf p_i/2\) and sum over \(i\): the first two terms of \(W\) together equal \(\frac12q\sum_i\mathbf p_i\cdot\mathbf E_i\). Half of the last term is thereby cancelled. Since the dipoles are proportional to \(q\),

\[
W_{\min}=-q^2P,\qquad P=\frac{e^2}{2}\sum_i\mathbf p_i\cdot\mathbf E_i\Big|_{q=1}.
\]

The charged molecule itself acquires no dipole, because the fields of opposite neighbours cancel at its centre. Positive and negative ions are both lowered by \(P\), and the neutral molecule is not. So \(I\) falls by \(P\), \(A\) rises by \(P\), and with \(\Delta\) unchanged

\[
U_{\rm solid}=U_{\rm mol}-2P .
\]

## Why independent dipoles give far too much

If the dipoles ignored one another, \(\mathbf p_i=\alpha\mathbf E_i\). With neighbour distance \(d=10\) Å and the fcc sum \(\sum_i(d/R_i)^4=25.34\),

\[
P_0=\frac{\alpha e^2}{2d^4}\,25.34=\frac{80\times14.40\times25.34}{2\times10^4}=1.46\ \text{eV}.
\]

This would leave \(U=3.01-2.92=0.09\) eV, almost nothing. The missing ingredient is that the dipoles weaken one another. Take two outward dipoles of equal size \(p\) at distance \(d\) from the charge, in directions \(\mathbf n_i\) and \(\mathbf n_j\) with \(c=\mathbf n_i\cdot\mathbf n_j\). Then \(\mathbf r=d(\mathbf n_i-\mathbf n_j)\), \(r^2=2d^2(1-c)\), \(\mathbf r\cdot\mathbf n_i=d(1-c)\) and \(\mathbf r\cdot\mathbf n_j=-d(1-c)\). The field of \(j\) at \(i\), along \(\mathbf n_i\), is

\[
-\frac{3p\,d^2(1-c)^2}{r^5}-\frac{pc}{r^3}
=-\frac{p}{r^3}\Big[\frac{3(1-c)}{2}+c\Big]
=-\frac{p}{r^3}\,\frac{3-c}{2}.
\]

It is negative for every angle: all pairs within a shell oppose each other.

For the 12 nearest neighbours alone the sum can be done by hand. Each has four partners at \(r=d\) (\(c=\tfrac12\)), two at \(\sqrt2d\) (\(c=0\)), four at \(\sqrt3d\) (\(c=-\tfrac12\)) and one at \(2d\) (\(c=-1\)). The opposing field is \(Sp/d^3\) with

\[
S=4(1.25)+\frac{2(1.5)}{2^{3/2}}+\frac{4(1.75)}{3^{3/2}}+\frac{2}{8}=7.66 .
\]

Hence \(p=\alpha(1/d^2-Sp/d^3)\), or \(p=(\alpha/d^2)/(1+S\alpha/d^3)\). With \(\alpha/d^3=0.08\) the dipoles shrink by the factor \(1/1.613=0.62\), and

\[
P_{12}=\frac{12\,\alpha e^2}{2d^4}\times0.62=0.691\times0.62=0.43\ \text{eV}.
\]

As a test of the dipole equations and of the factor 2, the 12 neighbours were replaced by explicit pairs of opposite charges on springs and the energy was minimized for both signs of the central charge. \(U\) changed by \(-0.857\) eV, which is \(-2P_{12}\). In the largest cluster computed below, the nearest dipoles are 0.60 of their independent value.

## The distant lattice

The sum converges slowly, since shells beyond a radius \(R\) contribute in proportion to \(1/R\). Far away the crystal acts as a dielectric. In a cubic lattice the field on a molecule is the mean field \(E\) plus \(4\pi M/3\), where \(M\) is the dipole density. With \(n\) molecules per volume and \(x=4\pi n\alpha/3\),

\[
M=n\alpha\Big(E+\frac{4\pi M}{3}\Big)\ \Rightarrow\ M=\frac{n\alpha E}{1-x},\qquad
\varepsilon=1+\frac{4\pi M}{E}=\frac{1+2x}{1-x}.
\]

This is the Clausius-Mossotti relation. For fcc \(n=\sqrt2/d^3\), so \(x=0.474\) and \(\varepsilon=3.70\). Filling the space outside \(R\) with this dielectric reduces the field energy density from \(e^2/8\pi r^4\) to \(e^2/8\pi\varepsilon r^4\). The energy gained is

\[
\frac{e^2}{8\pi}\Big(1-\frac1\varepsilon\Big)\int_R^\infty\frac{4\pi r^2\,dr}{r^4}=\frac{e^2}{2R}\Big(1-\frac1\varepsilon\Big).
\]

For a cluster of \(N_s\) sites, \(R\) is taken as the radius of a sphere with the volume of \(N_s\) molecular cells, \(R=(3N_s/4\pi n)^{1/3}\). A cluster of 959 sites, with \(R=54.5\) Å, gives 0.699 eV. The tail adds 0.096 eV, so \(P=0.795\) eV. Clusters from 249 sites upward, each with its own tail, agree within about 0.002 eV. They still drift downward with size, and the infinite lattice lies at 0.794 eV, so the third decimal of \(P\) is not converged. The cluster values of \(P\) fall as \(1/R\) grows, with a fitted slope of magnitude 5.06 eV Å, 4% below the dielectric value 5.26 eV Å.

## The result and its scaling

\[
U_{\rm solid}=3.01-2(0.795)=1.42\ \text{eV}\approx0.47\,U_{\rm mol}.
\]

With the neighbours treated as point dipoles, the lattice removes about half of the molecular repulsion. The charge gap, before band width is considered, falls from 4.9 to 3.3 eV.

The scaling is seen most simply by using the dielectric formula right down to the radius \(R_c\) of a sphere with the volume of one molecular cell. This is the Born estimate. Since \(4\pi nR_c^3/3=1\), \(x=\alpha/R_c^3\), and since \(1-1/\varepsilon=3x/(1+2x)\),

\[
P_{\rm Born}=\frac{e^2}{2R_c}\,\frac{3x}{1+2x}.
\]

With \(R_c=5.53\) Å it gives 0.95 eV, 20% above the lattice value. Dividing \(2P_{\rm Born}\) by \(U_{\rm sphere}=e^2/\alpha^{1/3}\) leaves a function of \(x\) alone:

\[
\frac{2P_{\rm Born}}{U_{\rm sphere}}=\frac{3x^{4/3}}{1+2x}.
\]

At \(x=0.474\) this is 0.57, so even this crude model leaves a little under half of \(U\). For small \(x\) the reduction vanishes as \(x^{4/3}\): well-separated molecules keep their own \(U\). As \(x\to1\) the ratio tends to 1, but there \(\varepsilon\) diverges and the point-dipole picture fails.

In the lattice calculation, raising \(\alpha\) from 70 to 90 Å\(^3\) raises \(P\) from 0.738 to 0.848 eV (555 sites plus tail; the infinite-lattice values are about 0.002 eV lower). This corresponds to \(P\propto\alpha^{0.55}\), much weaker than the linear law of independent dipoles. \(U_{\rm solid}\) moves from 1.53 to 1.31 eV, or from 0.51 to 0.44 of \(U_{\rm mol}\). The spacing enters more strongly. Measuring all lengths in units of \(d\) shows that \(P=(e^2/d)\,g(\alpha/d^3)\), with \(g\) a dimensionless function. The local exponent in \(d\) is therefore \(-1-3(0.55)=-2.65\): expanding the lattice by 1% lowers \(P\) by about 2.6%.

The gap matters as well. If \(\Delta\) were 0.2 eV larger, \(U_{\rm mol}\) would be 2.8 eV and \(U_{\rm solid}\) 1.2 eV, a ratio of 0.43. Changed one at a time within the point-dipole model, these inputs leave the ratio between 0.43 and 0.51, so its second digit has no meaning. The higher multipoles discussed below lower it further.

## When the estimate applies

The static \(\alpha\) is appropriate if the electrons of the neighbours respond faster than the charge hops away. For a charge that fluctuates far above their resonance frequencies, the neighbours cannot follow, \(P\) tends to zero and the reduction \(2P\) disappears. The molecule's own electrons, whose relaxation is contained in the measured \(I\) and \(A\), cannot follow at such frequencies either, so \(U_{\rm mol}\) itself is also a low-frequency value. The on-site interaction in the solid is therefore frequency dependent, and 1.4 eV is its low-frequency value within this model.

The two ions in the definition of \(U_{\rm solid}\) are far apart; on adjacent molecules they also attract each other, which requires a separate parameter. Multiplet splittings and vibrations are left out. So is the screening by mobile electrons in a metallic doped crystal, which has to be treated separately.

The higher multipoles of the neighbours are also left out, and they are not negligible. For a single neutral conducting sphere of radius \(a\) at distance \(d\) from the charge, they multiply the energy gain of the point dipole by \(1/(1-a^2/d^2)\), which is 1.23 for \(a=4.31\) Å and \(d=10\) Å. For given \(\alpha\) and \(U_{\rm mol}\), this extra response raises \(P\). If the nearest 50 to 90 neighbours are treated as conducting spheres, \(P\) rises by about 0.10 eV, which takes \(U_{\rm solid}\) from 1.42 eV to about 1.2 eV, or 0.40 of \(U_{\rm mol}\). The numerical output below lists the inputs and intermediate values.

## Calculated quantities

```
e^2/(4 pi eps0) = 14.3996 eV angstrom
input I (rough) = 7.6 eV
input A (rough) = 2.7 eV
input polarizability (rough) = 80 angstrom^3
input neighbour distance (rough) = 10 angstrom
input bond length (rough) = 1.4 angstrom
model hopping t = 2.5 eV
model on-site repulsion = 10.0 eV
softening length b = 1.440 angstrom
cage radius = 3.469 angstrom
highest filled level (fivefold) = -1.545 eV
lowest empty level (threefold) = 0.346 eV
orbital gap / t = 0.7566
orbital gap = 1.891 eV
I - A = 4.90 eV
U_mol = I - A - gap = 3.01 eV
cage model I - A = 5.274 eV
U from cage total energies = 3.382 eV
U from averaged repulsion = 3.382 eV
e^2 / cage radius = 4.151 eV
conducting-sphere radius = 4.309 angstrom
conducting-sphere U = 3.342 eV
molecules per volume = 0.001414 angstrom^-3
4 pi n alpha / 3 = 0.4739
dielectric constant = 3.702
12 neighbours only: P = 0.4286 eV
12 spring pairs: change of U = -0.8572 eV
cluster 249 sites, R = 34.77 angstrom: P = 0.6463 eV, with tail 0.7974 eV
cluster 381 sites, R = 40.07 angstrom: P = 0.6651 eV, with tail 0.7963 eV
cluster 555 sites, R = 45.42 angstrom: P = 0.6801 eV, with tail 0.7958 eV
cluster 767 sites, R = 50.59 angstrom: P = 0.6918 eV, with tail 0.7956 eV
cluster 959 sites, R = 54.50 angstrom: P = 0.6988 eV, with tail 0.7952 eV
slope of P against 1/R, clusters = 5.058 eV angstrom
slope, dielectric formula = 5.255 eV angstrom
sum of (d/R)^4 over fcc = 25.338
independent dipoles: P_0 = 1.459 eV
independent dipoles: U_mol - 2 P_0 = 0.09 eV
first-shell dipole / independent dipole = 0.596
cell radius = 5.527 angstrom
Born estimate of P = 0.951 eV
self-consistent P = 0.795 eV
reduction 2 P = 1.59 eV
U_solid = 1.42 eV
U_solid / U_mol = 0.47
I - A - 2 P in the solid = 3.31 eV
alpha = 70 angstrom^3: P = 0.738 eV, U_solid = 1.53 eV, ratio = 0.51
alpha = 90 angstrom^3: P = 0.848 eV, U_solid = 1.31 eV, ratio = 0.44
```
